\section*{Adiabatic transfer of light through the dark supermode of three waveguides, part 1}

(Sections cited here and not found follow in the second part.)

\section{The dark supermode and how it carries light}

\subsection{Two equal couplings}

Take three parallel waveguides in a row, all alike, with the middle one equally coupled to both neighbours. Let $a_1,a_2,a_3$ be the amplitudes of the light in the guides and $\kappa$ the coupling per unit length. Apart from a common phase, the amplitudes change along the guides as
\begin{equation}
\frac{da_1}{dz}=i\kappa a_2,\qquad
\frac{da_2}{dz}=i\kappa(a_1+a_3),\qquad
\frac{da_3}{dz}=i\kappa a_2 .
\label{eq:equal}
\end{equation}
Put equal and opposite amplitudes in the outer guides and nothing in the middle, $(a_1,a_2,a_3)=(1,0,-1)/\sqrt2$. The two outer fields drive the middle guide with opposite signs, so $a_1+a_3=0$ and $a_2$ stays zero. Since $a_2=0$, the outer amplitudes do not change either. This pattern travels unaltered: it is a supermode of the whole structure, and the middle guide is dark.

Light launched in guide 1 alone is not in this supermode. The other two patterns that keep their shape are $(1,\pm\sqrt2,1)/2$. Inserting them in (\ref{eq:equal}) gives $da/dz=\pm i\sqrt2\,\kappa\,a$. The launched state is the sum
\begin{equation}
(1,0,0)=\tfrac12(1,0,-1)+\tfrac14(1,\sqrt2,1)+\tfrac14(1,-\sqrt2,1).
\end{equation}
The first term keeps its phase and the others acquire $e^{\pm i\sqrt2\kappa z}$. The amplitude in guide 3 is therefore
\begin{equation}
a_3=-\tfrac12+\tfrac12\cos(\sqrt2\,\kappa z)=-\sin^2\!\frac{\kappa z}{\sqrt2},
\qquad |a_3|^2=\sin^4\!\frac{\kappa z}{\sqrt2}.
\label{eq:uniform}
\end{equation}
All the light reaches guide 3 at $z=\pi/(\sqrt2\kappa)$ and then returns. This uniform coupler works, but its output depends on the product of coupling and length, and the coupling depends on wavelength and on the gaps as made.

With unequal couplings the dark pattern still exists, but its two outer amplitudes are unequal. If the couplings can be arranged so that the pattern is all in guide 1 at the input and all in guide 3 at the output, and if they vary slowly enough for the light to follow, the transfer no longer depends on stopping at the right length.

\subsection{The model and its conventions}

Let the electric field be a sum of the three single-guide modes with amplitudes $A_j(z)$ and time factor $e^{-i\omega t}$, each mode normalized so that $|A_j|^2$ is the power in guide $j$. Each guide has one mode, with the same propagation constant $\beta$. Guides 1 and 2 are coupled by $\kappa_1(z)$, guides 2 and 3 by $\kappa_2(z)$, and direct coupling between guides 1 and 3 is neglected. The couplings are small compared with $\beta$ and vary little over a wavelength, so that reflection is neglected. Then
\begin{align}
A_1'&=i\beta A_1+i\kappa_1A_2,\nonumber\\
A_2'&=i\beta A_2+i\kappa_1A_1+i\kappa_2A_3,\\
A_3'&=i\beta A_3+i\kappa_2A_2,\nonumber
\end{align}
where a prime means $d/dz$. The same $\kappa_1$ appears in the first two lines because power is conserved. To see this, allow different coefficients $\kappa_{12}$ and $\kappa_{21}$ for a pair of guides. The total power changes at the rate
\begin{equation}
\frac{d}{dz}\left(|A_1|^2+|A_2|^2\right)
=2\,\mathrm{Re}\left[i(\kappa_{12}-\kappa_{21}^*)A_1^*A_2\right],
\end{equation}
which vanishes for every choice of amplitudes only if $\kappa_{12}=\kappa_{21}^*$. The phases of the modes can be chosen so that both couplings are real and positive.

Write $A_j=a_je^{i\beta z}$. The terms with $\beta$ cancel, leaving
\begin{equation}
-i\,\frac{da}{dz}=Ma,\qquad
M=\begin{pmatrix}0&\kappa_1&0\\ \kappa_1&0&\kappa_2\\ 0&\kappa_2&0\end{pmatrix}.
\label{eq:M}
\end{equation}
These are classical equations in the distance $z$; no quantum constant enters, and atomic units would leave them unchanged. An eigenvalue of $M$ is a shift of propagation constant relative to $\beta$.

\subsection{The supermode absent from the middle guide}

Allow for the moment a separate detuning $\delta_j$ of each guide, which puts $\delta_1,\delta_2,\delta_3$ on the diagonal of $M$. Seek an eigenvector with $a_2=0$ and eigenvalue $\lambda$. The three rows give
\begin{equation}
\delta_1a_1=\lambda a_1,\qquad
\kappa_1a_1+\kappa_2a_3=0,\qquad
\delta_3a_3=\lambda a_3 .
\label{eq:rows}
\end{equation}
With both couplings nonzero, the second equation makes both outer amplitudes nonzero. The other two then require $\delta_1=\delta_3=\lambda$. The condition for a dark middle guide is thus equality of the \emph{outer} propagation constants. The middle one, $\delta_2$, has dropped out because it multiplies $a_2=0$.

For equal guides $\lambda=0$, and normalizing the solution of the second equation gives the dark supermode
\begin{equation}
D=\frac{1}{\Omega}(\kappa_2,\,0,\,-\kappa_1),\qquad
\Omega=\sqrt{\kappa_1^2+\kappa_2^2}.
\label{eq:dark}
\end{equation}
The larger amplitude is in the guide that is \emph{less} strongly coupled to the middle, because the two driving terms must balance.

The remaining eigenvalues follow from
\begin{equation}
\det(M-\lambda)=-\lambda(\lambda^2-\kappa_2^2)+\kappa_1^2\lambda
=-\lambda(\lambda^2-\Omega^2)=0,
\end{equation}
so they are $\pm\Omega$. Define the mixing angle $\theta$ between $0$ and $\pi/2$ by
\begin{equation}
\kappa_1=\Omega\sin\theta,\qquad \kappa_2=\Omega\cos\theta,\qquad
\tan\theta=\kappa_1/\kappa_2 .
\end{equation}
Then
\begin{equation}
D=(\cos\theta,0,-\sin\theta),\qquad
B_\pm=\tfrac{1}{\sqrt2}(\sin\theta,\pm1,\cos\theta).
\end{equation}
To check $B_\pm$, apply $M$ without the factor $1/\sqrt2$: the first component is $\pm\kappa_1=\pm\Omega\sin\theta$, the second is $\kappa_1\sin\theta+\kappa_2\cos\theta=\Omega$, and the third is $\pm\kappa_2=\pm\Omega\cos\theta$. Each is $\pm\Omega$ times the original component. The bright supermodes $B_\pm$ have half their power in guide 2.

If guide 3 alone is detuned by a small $\delta$, the middle guide is no longer quite dark. The perturbation has matrix elements $\langle B_\pm|V|D\rangle=-\delta\sin\theta\cos\theta/\sqrt2$. First-order perturbation theory divides them by $0-(\pm\Omega)$, and the corrected supermode is
\begin{equation}
D+\frac{\delta\sin\theta\cos\theta}{\sqrt2\,\Omega}(B_+-B_-).
\end{equation}
Since $B_+-B_-=(0,\sqrt2,0)$, the amplitude in guide 2 is
\begin{equation}
a_2=\frac{\delta\sin\theta\cos\theta}{\Omega}.
\label{eq:mismatch}
\end{equation}

\subsection{Which coupling must come first}

Light launched in guide 1 coincides with $D$ if $\theta=0$ at the input, and $D$ lies in guide 3 if $\theta=\pi/2$ at the output:
\begin{equation}
\frac{\kappa_1}{\kappa_2}\to0\ \text{at the input},\qquad
\frac{\kappa_2}{\kappa_1}\to0\ \text{at the output}.
\label{eq:order}
\end{equation}
The coupling $\kappa_2$, between the two \emph{empty} guides, must act first. This is the counterintuitive order. It is the ratio that matters, so both couplings may vanish at both ends. At the output $D=(0,0,-1)$: the light arrives with a phase of $\pi$ besides the common phase $\beta z$.

The two couplings must overlap. If $\kappa_2$ ended before $\kappa_1$ began, $\kappa_2$ would find no light in guides 2 and 3 and do nothing. Then $\kappa_1$ would exchange light between guides 1 and 2, and none would reach guide 3.

\subsection{Exact equations in the turning frame}

While $\theta$ changes, $D$ is not itself a solution. For light launched in guide 1 write $a_2=iy$. Equation (\ref{eq:M}) becomes
\begin{equation}
a_1'=-\kappa_1y,\qquad y'=\kappa_1a_1+\kappa_2a_3,\qquad a_3'=-\kappa_2y .
\label{eq:real}
\end{equation}
The coefficients and the initial values are real, so $a_1,y,a_3$ stay real. Introduce the dark amplitude $d$ and its partner $s$,
\begin{equation}
d=a_1\cos\theta-a_3\sin\theta,\qquad s=a_1\sin\theta+a_3\cos\theta .
\end{equation}
Differentiating $d$ and using (\ref{eq:real}),
\begin{equation}
d'=-y(\kappa_1\cos\theta-\kappa_2\sin\theta)-\theta'(a_1\sin\theta+a_3\cos\theta).
\end{equation}
The first bracket is $\Omega(\sin\theta\cos\theta-\cos\theta\sin\theta)=0$, and the second is $s$. Similarly,
\begin{equation}
s'=-y(\kappa_1\sin\theta+\kappa_2\cos\theta)+\theta'(a_1\cos\theta-a_3\sin\theta),
\end{equation}
whose first bracket is $\Omega$ and second is $d$. Finally $y'=\Omega(a_1\sin\theta+a_3\cos\theta)=\Omega s$. Together,
\begin{equation}
d'=-\theta's,\qquad s'=\theta'd-\Omega y,\qquad y'=\Omega s .
\label{eq:frame}
\end{equation}
No approximation has been made beyond (\ref{eq:M}). The vector $(d,s,y)$ rotates at rate $\theta'$ in the $(d,s)$ plane and at rate $\Omega$ in the $(s,y)$ plane. The first rotation takes light out of the dark supermode. The second keeps turning the escaped part round, so that successive contributions tend to cancel.

\subsection{Slow variation}

Combine the bright components into $q=s+iy$. From (\ref{eq:frame}),
\begin{equation}
q'=\theta'd-\Omega y+i\Omega s=i\Omega q+\theta'd .
\end{equation}
Power conservation gives $d^2=1-|q|^2$, so $d=1$ up to second order in $q$. With $d=1$ and $\varphi(z)=\int_{z_0}^z\Omega\,dz'$, the solution is
\begin{equation}
q(z)=e^{i\varphi(z)}\left[\sin\theta_0+\int_{z_0}^{z}\theta'e^{-i\varphi}dz'\right].
\label{eq:q}
\end{equation}
The initial value is $q=s=\sin\theta_0$ because $a_1=1$ at $z_0$. Now $\Omega e^{-i\varphi}=i\,d(e^{-i\varphi})/dz$. Writing $r=\theta'/\Omega$ and integrating by parts,
\begin{equation}
q=i\,r+e^{i\varphi}\left[\sin\theta_0-i\,r(z_0)-i\int_{z_0}^{z}r'e^{-i\varphi}dz'\right].
\label{eq:parts}
\end{equation}
The first term is smooth. It says that the middle guide carries
\begin{equation}
a_2\simeq i\,\frac{\theta'}{\Omega}.
\label{eq:smooth}
\end{equation}
The bracket is a remainder that oscillates with phase $\varphi$. It is small if $\theta$ starts near zero, if $r$ starts small, and if the total rise and fall of $r$ along the device, $\int|r'|\,dz$, is small. These conditions are sufficient, not necessary. It is not enough that $r$ changes little during each radian of $\varphi$: if $r$ oscillates in step with $\varphi$, the small contributions add up. By (\ref{eq:q}), a stretch over which $\theta$ rises steadily by $\Delta\theta$ adds at most $\Delta\theta$ to $|q|$, so $r$ may be larger where $\theta$ hardly changes. Where most of the turning takes place, $r\ll1$ and smooth variation keep the light close to $D$.

The small amplitude (\ref{eq:smooth}) cannot be dispensed with, since no light passes from guide 1 to guide 3 except through guide 2. From (\ref{eq:real}), $(a_3^2)'=-2\kappa_2a_3y$. Inserting $a_3=-\sin\theta$ and $y=\theta'/\Omega$,
\begin{equation}
\frac{d|a_3|^2}{dz}=2\,\Omega\cos\theta\,\sin\theta\,\frac{\theta'}{\Omega}
=\frac{d}{dz}\sin^2\theta .
\end{equation}
This is the rate at which $D$ requires guide 3 to fill. The middle guide is nearly empty but passes on all the transferred power. A slower device needs a smaller amplitude there, for a longer distance.

\subsection{The reversed order}

Let $\kappa_1$ act first. Then $\theta$ runs from $\pi/2$ to $0$, and light in guide 1 starts with $s=1$, $d=y=0$, that is, in equal parts of $B_+$ and $B_-$. To leading order $d$ remains small and $q'=i\Omega q$, so that $s=\cos\varphi$ and $y=\sin\varphi$. At the output $\theta=0$ and $a_3=s$, hence
\begin{equation}
|a_3|^2=\cos^2\!\left(\int\Omega\,dz\right),\qquad
|a_2|^2=\sin^2\!\left(\int\Omega\,dz\right).
\label{eq:reversed}
\end{equation}
Slow variation does not help here: the output is set by the phase difference of two bright supermodes, and a longer device makes that phase larger. The dark supermode avoids this because the light occupies a single supermode.

\section{Solvable couplings, a curved silicon device and its limits}

\subsection{Symbols and results carried over}

Guides 1--2 and 2--3 have couplings $\kappa_1=\Omega\sin\theta$ and $\kappa_2=\Omega\cos\theta$. The amplitudes obey $-i\,da/dz=Ma$. The dark supermode is $D=(\cos\theta,0,-\sin\theta)$, and the bright ones have eigenvalues $\pm\Omega$. With $a_2=iy$, $d=a_1\cos\theta-a_3\sin\theta$ and $s=a_1\sin\theta+a_3\cos\theta$, equation (\ref{eq:frame}) holds. For slow variation $y\simeq\theta'/\Omega$ plus an oscillating remainder. The powers are $P_j=|a_j|^2$, with $P_1=1$ at the input.

\subsection{Couplings for which the solution is closed}

On $0\le z\le L$ let $\Omega$ be constant and $\theta=\alpha z$ with $\alpha=\pi/(2L)$, so that $\kappa_1=\Omega\sin\alpha z$ and $\kappa_2=\Omega\cos\alpha z$. Differentiate the second equation of (\ref{eq:frame}) and insert the other two:
\begin{equation}
s''=\alpha d'-\Omega y'=-(\alpha^2+\Omega^2)s\equiv-W^2s .
\end{equation}
The initial values are $s=0$ and $s'=\alpha$, since $d=1$ and $y=0$. Hence $s=(\alpha/W)\sin Wz$, and integrating $d'=-\alpha s$ and $y'=\Omega s$ gives
\begin{equation}
d=1-\frac{\alpha^2}{W^2}(1-\cos Wz),\qquad
y=\frac{\alpha\Omega}{W^2}(1-\cos Wz).
\end{equation}
At $z=L$ the angle is $\pi/2$ and $a_3=-d$, so
\begin{equation}
P_3=\left[1-\frac{\alpha^2}{W^2}(1-\cos WL)\right]^2
\ \ge\ \left(1-\frac{2\alpha^2}{W^2}\right)^2\quad(\alpha\le\Omega).
\label{eq:solvable}
\end{equation}
The bound uses $1-\cos WL\le2$; the condition $\alpha\le\Omega$ keeps the bracket from changing sign. Transfer is complete when $WL=2\pi n$ for a positive integer $n$. Since $W^2L^2=\Omega^2L^2+\pi^2/4$, this means $\Omega L=(\pi/2)\sqrt{16n^2-1}$, the first value being $6.08$.

For $\Omega L=20$, $\alpha^2/W^2=2.467/402.5=0.00613$ and the bound is $(1-0.01226)^2=0.976$; the actual output is $0.992$. The output does not rise steadily with length: it is complete at $\Omega L=6.08$ but $0.888$ at $\Omega L=9$. The middle amplitude reaches $2\alpha\Omega/W^2$, about twice the smooth value $\alpha/\Omega$, because $\theta'$ is switched on abruptly at the input and excites the oscillating remainder.

Light launched in guide 1 can follow the dark supermode to guide 3 if $\kappa_2$ acts first, the couplings overlap and they vary slowly enough, and sine-cosine couplings give a closed solution for the output. What remains is a step formula for other couplings, and a curved silicon device with its tolerances and the limits of the model.

Numerical values quoted here were computed with a short program.
